# Low-Energy Capture by a Polarization Potential: Twice the Langevin Rate

## 1. Definitions and conventions

Hartree atomic units are used, with \(\hbar=m_e=e=1\). A particle of unit charge meets a neutral target of static polarizability \(\alpha\). At distance \(r\) its field \(1/r^2\) polarizes the target, and the energy \(-\tfrac12\alpha(\text{field})^2\) is
\[
V(r)=-\frac{\alpha}{2r^4}.
\]
The reduced mass is \(\mu\), the relative speed \(v\), the wave number \(k=\mu v\) and the energy \(E=k^2/2\mu\). The potential has one natural length, and \(k\) times this length is the small parameter:
\[
\beta=\sqrt{\mu\alpha},\qquad \kappa=k\beta .
\]
Capture means that the particle reaches short range and does not return. Its cross section is \(\sigma\) and its rate coefficient is \(K=v\sigma\).

The assumptions are as follows.

- The partners are distinguishable, and the target has no net charge, no permanent dipole and no permanent quadrupole. Each of these would add a tail that falls off more slowly than \(r^{-4}\); for a quadrupole it is \(r^{-3}\). The octahedral molecule SF\(_6\), used in section 8, has none of them.
- The \(r^{-4}\) form holds from large \(r\) down to the absorbing region.
- Absorption there is complete: no wave comes back. Section 7 removes this assumption.

The claim is that, as \(k\to0\),
\[
K\to 4\pi\sqrt{\alpha/\mu}=2K_L,\qquad K_L=2\pi\sqrt{\alpha/\mu},
\]
where \(K_L\) is the classical Langevin value.

## 2. The classical rate

For impact parameter \(b\) the angular momentum is \(\mu vb\), so the centrifugal energy is \((\mu vb)^2/(2\mu r^2)=Eb^2/r^2\). With \(y=1/r^2\) the effective potential is
\[
V_{\rm eff}=Eb^2y-\tfrac12\alpha y^2 .
\]
Its derivative vanishes at \(y=Eb^2/\alpha\), where it has the maximum \(E^2b^4/(2\alpha)\). The particle passes inward if this is less than \(E\), that is, if \(b<b_c\) with \(b_c^4=2\alpha/E\). Hence
\[
\sigma_L=\pi b_c^2=\pi\sqrt{\frac{2\alpha}{E}}=\pi\sqrt{\frac{4\mu\alpha}{k^2}}=\frac{2\pi\beta}{k},
\qquad
K_L=\frac{k}{\mu}\,\frac{2\pi\beta}{k}=2\pi\sqrt{\frac{\alpha}{\mu}} .
\]
The energy has cancelled. Integrated trajectories with \(\mu=\alpha=1\) give \(K/2\pi=0.99995\) at \(E=0.5\) and \(0.99999\) at \(E=0.02\).

## 3. The quantum capture rate

Write the radial wave function as \(u(r)/r\). Since \(-2\mu V=\beta^2/r^4\),
\[
u''+\left[k^2+\frac{\beta^2}{r^4}-\frac{l(l+1)}{r^2}\right]u=0 .
\]
A plane wave of unit density contains, in partial wave \(l\), an incoming part of modulus \((2l+1)|P_l(\cos\theta)|/(2kr)\). The angular integral of \([P_l(\cos\theta)]^2\) is \(4\pi/(2l+1)\), so the inward current through a large sphere is
\[
v\,\frac{(2l+1)^2}{4k^2}\,\frac{4\pi}{2l+1}=v\,\frac{\pi(2l+1)}{k^2}.
\]
If \(S_l\) is the ratio of outgoing to incoming amplitude, normalized to 1 for free motion, the fraction \(\mathcal P_l=1-|S_l|^2\) is captured. Dividing the captured current by \(v\), and then by \(\sigma_L\), gives
\[
\sigma=\frac{\pi}{k^2}\sum_l(2l+1)\mathcal P_l,\qquad
\frac{K}{K_L}=\frac{1}{2\kappa}\sum_l(2l+1)\mathcal P_l. \tag{1}
\]

## 4. The limit of zero energy

**The ingoing solution.** For \(k=0\), \(l=0\), try \(u=r\,e^{i\beta/r}\). Then
\[
u'=\left(1-\frac{i\beta}{r}\right)e^{i\beta/r},
\]
\[
u''=\left[\frac{i\beta}{r^2}-\frac{i\beta}{r^2}\left(1-\frac{i\beta}{r}\right)\right]e^{i\beta/r}
=-\frac{\beta^2}{r^3}e^{i\beta/r}=-\frac{\beta^2}{r^4}u .
\]
This is an exact solution, and so is its complex conjugate. The radial current of \(u\) is
\[
\frac1\mu\,{\rm Im}(u^*u')=\frac{|u|^2}{\mu}\,{\rm Im}\left(\frac1r-\frac{i\beta}{r^2}\right)=-\frac{\beta}{\mu}.
\]
It is negative, so this solution moves inward and is the one selected by complete absorption.

**Joining to the free wave.** For \(r\gg\beta\) the solution becomes \(r+i\beta\). The scattering length \(a\) is defined by the form \(r-a\), so \(a=-i\beta\). For \(\beta\ll r\ll1/k\) this must agree with the free wave
\[
e^{-ikr}-S_0e^{ikr}\approx(1-S_0)-ikr(1+S_0).
\]
Equating the ratios of constant term to coefficient of \(r\),
\[
\frac{1-S_0}{-ik(1+S_0)}=i\beta
\quad\Rightarrow\quad
\frac{1-S_0}{1+S_0}=\kappa
\quad\Rightarrow\quad
S_0=\frac{1-\kappa}{1+\kappa}.
\]
To leading order \(\mathcal P_0=1-S_0^2=4\kappa\), and therefore
\[
\sigma\to\frac{4\pi\beta}{k},\qquad K\to\frac{k}{\mu}\,\frac{4\pi\beta}{k}=4\pi\sqrt{\frac{\alpha}{\mu}}=2K_L .
\]

**Numerical integration.** A purely ingoing semiclassical wave was imposed at \(r=0.02\beta\) and the radial equation was integrated outward. At \(\kappa=0.001\) this gives \(a/\beta=0.00104-0.99899i\), \(\mathcal P_0=0.003992\) and \(K/K_L=1.9960\). The small departures from \(-i\), \(0.004\) and \(2\) are of relative order \(\kappa\).

## 5. How the limit is approached

Let \(t=\tan\delta_0\), so that the wave at large \(r\) is proportional to \(\sin z+t\cos z\) with \(z=kr\), and \(S_0=(1+it)/(1-it)\). Section 4 gives \(t=i\kappa\) to first order. In the variable \(z\),
\[
\frac{d^2u}{dz^2}+\left(1+\frac{\kappa^2}{z^4}\right)u=0,\qquad
u=\sin z+i\kappa\cos z+\kappa^2w(z)+\dots,
\]
and the terms of order \(\kappa^2\) require \(w''+w=-\sin z/z^4\). Solving this power by power at small \(z\),
\[
w=-\frac1{2z}+c_0+\tfrac23z\ln z+c_1z+\dots
\]

**The constant \(c_0\) vanishes.** The inner solution, with \(x=r/\beta=z/\kappa\) and an overall factor \(\kappa\), is \(\kappa[x e^{i/x}+\kappa^2w_1(x)]\). Its first part is \(z+i\kappa-\kappa^2/(2z)+\dots\). The correction obeys \(w_1''+w_1/x^4=-xe^{i/x}\), so at large \(x\) it contains \(x^3\), \(x^2\), \(x\ln x\), \(x\), \(\ln x\) and a constant. After multiplication by \(\kappa^3\), its terms in \(x\ln x\) and \(x\) give \(\tfrac23\kappa^2z\ln z\), which matches the logarithmic term of \(w\), and \(\kappa^2z\) times \(\ln\kappa\) and constants, which only change the normalization of \(\sin z\). Its terms independent of \(z\) first appear at order \(\kappa^3\ln\kappa\). Nothing of the form \(\kappa^2z^0\) arises, so \(c_0=0\).

**The coefficient of \(\cos z\).** Let \(w\to A\sin z+B\cos z\) at large \(z\). From the equation for \(w\),
\[
\frac{d}{dz}\left(w'\sin z-w\cos z\right)=(w''+w)\sin z=-\frac{\sin^2z}{z^4}.
\]
The bracket tends to \(-B\) at infinity. At small \(z=\epsilon\) it is \(1/(2\epsilon)+1/(2\epsilon)=1/\epsilon\), up to terms that vanish. Integration from \(\epsilon\) to infinity gives
\[
B=\lim_{\epsilon\to0}\left[\int_\epsilon^\infty\frac{\sin^2z}{z^4}\,dz-\frac1\epsilon\right].
\]
Three integrations by parts, keeping terms that survive as \(\epsilon\to0\), yield
\[
\int_\epsilon^\infty\frac{\sin^2z}{z^4}dz=\frac1{3\epsilon}+\frac13\int_\epsilon^\infty\frac{\sin2z}{z^3}dz,
\]
\[
\int_\epsilon^\infty\frac{\sin2z}{z^3}dz=\frac1\epsilon+\int_\epsilon^\infty\frac{\cos2z}{z^2}dz
=\frac1\epsilon+\frac1\epsilon-2\int_0^\infty\frac{\sin2z}{z}dz=\frac2\epsilon-\pi .
\]
The divergent terms cancel and \(B=-\pi/3\). Thus
\[
t=i\kappa-\frac{\pi}{3}\kappa^2+O(\kappa^3\ln\kappa).
\]
The integration gives \({\rm Re}\,t/\kappa^2=-1.0412\) at \(\kappa=0.003\), against \(-\pi/3=-1.0472\).

**The rate.** Here \(1\pm it=1\mp\kappa\mp i\pi\kappa^2/3+\dots\). The \(\kappa^2\) term is imaginary and enters the squared moduli at order \(\kappa^4\). Hence
\[
\mathcal P_0=1-\frac{(1-\kappa)^2}{(1+\kappa)^2}+O(\kappa^3\ln\kappa)=\frac{4\kappa}{(1+\kappa)^2}+O(\kappa^3\ln\kappa).
\]
Dividing by \(2\kappa\) and expanding,
\[
\frac{K}{K_L}=2-4\kappa+O(\kappa^2\ln\kappa). \tag{2}
\]
The next section shows that higher waves do not alter the term in \(\kappa\). Numerically \((2-K/K_L)/\kappa=4.0111\) at \(\kappa=0.001\). The excess of 0.011 is of the neglected order, \(\kappa|\ln\kappa|=0.007\). It is a difference of two parts: the \(6\kappa^2\) term of \(2/(1+\kappa)^2\) and the p wave lower the quotient by \(6\kappa+\tfrac23\kappa=0.007\), and the remaining s-wave terms, led by \(\kappa^2\ln\kappa\), raise it by 0.018.

## 6. Higher partial waves and the classical regime

At \(k=0\) put \(u=\sqrt r\,f(s)\) with \(s=\beta/r\). Differentiating twice,
\[
u''=r^{-3/2}\left(s^2f''+sf'-\tfrac14f\right),
\]
and the radial equation becomes Bessel's equation of order \(\nu=l+\tfrac12\):
\[
s^2f''+sf'+(s^2-\nu^2)f=0 .
\]
The ingoing solution behaves as \(e^{+is}\) at large \(s\), so \(f=J_\nu+iY_\nu\). From the Wronskian \(J_\nu Y_\nu'-J_\nu'Y_\nu=2/(\pi s)\) and \(ds/dr=-\beta/r^2\),
\[
{\rm Im}(u^*u')=r\left(-\frac{\beta}{r^2}\right)\frac{2r}{\pi\beta}=-\frac2\pi .
\]
At large \(r\) the growing part comes from \(Y_\nu\approx-(\Gamma(\nu)/\pi)(2/s)^\nu\), so
\[
|u|\approx Cr^{l+1},\qquad C=\frac{\Gamma(\nu)}{\pi}\left(\frac2\beta\right)^{\nu}.
\]
It joins the free wave \(N\,kr\,j_l(kr)\approx N(kr)^{l+1}/(2l+1)!!\), which fixes \(N=C(2l+1)!!/k^{l+1}\). The incoming half of that wave has amplitude \(N/2\), for which \(|{\rm Im}(u^*u')|=kN^2/4\). The captured fraction is
\[
\mathcal P_l\to\frac{2/\pi}{kN^2/4}=\frac{8k^{2l+1}}{\pi C^2[(2l+1)!!]^2}.
\]
Inserting \(\Gamma(l+\tfrac12)=\sqrt\pi\,(2l-1)!!/2^l\),
\[
\mathcal P_l\to\frac{4\kappa^{2l+1}}{[(2l+1)!!\,(2l-1)!!]^2}.
\]
For \(l=0\), with \((-1)!!=1\), this repeats \(4\kappa\). For \(l=1\) it is \(4\kappa^3/9\), and the integration gives \(0.4445\,\kappa^3\) at \(\kappa=0.01\). By (1) the p wave adds \(3(4\kappa^3/9)/(2\kappa)=2\kappa^2/3\) to \(K/K_L\), beyond the order kept in (2).

**Large \(\kappa\).** Classically all \(l\) up to about \(kb_c\) are captured. Then \(\sum(2l+1)\approx(kb_c)^2=2\kappa\), and (1) gives a ratio near 1. The integration gives 1.0134 at \(\kappa=1\) and 1.0006 at \(\kappa=10\). The approach is not monotonic: as successive partial waves open, the ratio oscillates about 1, with values 0.951, 1.044, 0.986 and 0.979 at \(\kappa=0.6\), 1.5, 2 and 5.

**Where the wave is reflected.** At low energy the s wave meets no barrier, yet nearly all of it is turned back: \(1-\mathcal P_0\) is 99.6% at \(\kappa=0.001\). The local wave number is \(q=\sqrt{k^2+\beta^2/r^4}\), and semiclassical motion without reflection is assured where \(|q'|/q^2\ll1\). The two terms in \(q^2\) are equal at \(r_0=\sqrt{\beta/k}\), where \(q=\sqrt2\,k\) and
\[
\frac{|q'|}{q^2}=\frac{2\beta^2}{r_0^5q^3}=\frac{1}{\sqrt2\,kr_0}=\frac1{\sqrt{2\kappa}} .
\]
This is large for small \(\kappa\), so the condition fails far outside \(\beta\). Its failure alone does not prove reflection: at \(k=0\) the ratio is \(2r/\beta\), yet the semiclassical wave \(q^{-1/2}e^{i\beta/r}\propto re^{i\beta/r}\) is exact. The term that the semiclassical wave leaves unsatisfied has relative size \(q^{-3/2}(q^{-1/2})''\); it vanishes at \(k=0\) and peaks at \(r_0\), which locates the reflection. The transmitted fraction falls as \(k\), the factor \(\pi/k^2\) grows, and \(v\) falls as \(k\). Their product is constant, with the value \(2K_L\).

## 7. Incomplete absorption

Let short range return a wave of relative amplitude \(\rho\):
\[
u=r\left(e^{i\beta/r}+\rho\,e^{-i\beta/r}\right)\to(1+\rho)r+i\beta(1-\rho),\qquad
a=-i\beta\,\frac{1-\rho}{1+\rho}.
\]
For \(k|a|\ll1\), \(S_0\approx1-2ika\), so \(\mathcal P_0\approx-4k\,{\rm Im}\,a\). Multiplying numerator and denominator of \(a\) by \(1+\rho^*\) gives \({\rm Im}\,a=-\beta(1-|\rho|^2)/|1+\rho|^2\), and
\[
\frac{K}{K_L}\to\frac{2(1-|\rho|^2)}{|1+\rho|^2}. \tag{3}
\]
For given \(|\rho|\) this lies between \(2(1-|\rho|)/(1+|\rho|)\) and \(2(1+|\rho|)/(1-|\rho|)\), depending on phase. Two is therefore the value for complete absorption and not an upper bound. Near \(\rho=-1\) the scattering length is large, and (3) needs correspondingly smaller \(k\).

Both situations were tested with an explicit absorber, a complex potential with a smooth onset in front of a hard wall. A strong one gives \(K/K_L=1.9965\) at \(\kappa=0.001\). A weak one, at \(\kappa=10^{-4}\) and with four wall positions, returns \(|\rho|\) of about one third. The computed ratios are 1.429, 4.179, 1.677 and 0.998. Equation (3), with \(\rho\) read off inside, gives 1.429, 4.180, 1.677 and 0.999.

## 8. Worked example: electrons and an SF\(_6\)-like gas

SF\(_6\) is a plasma-etch gas, a nonpolar molecule and a strong electron attacher. Take a rough polarizability volume of 6.5 Å\(^3\), a gas temperature of 300 K and a pressure of 10 mTorr. With \(\mu=1\),
\[
\alpha=43.86,\qquad \beta=\sqrt{43.86}=6.62\ \text{bohr}=0.35\ \text{nm}.
\]
The Langevin coefficient is \(2\pi\times6.62=41.6\) atomic units, or \(2.5\times10^{-7}\) cm\(^3\)/s. The zero-energy quantum value is \(5.1\times10^{-7}\) cm\(^3\)/s.

| \(E\) (meV) | \(\kappa\) | \(K/K_L\) |
|---|---|---|
| 0.01 | 0.006 | 1.98 |
| 0.1 | 0.018 | 1.93 |
| 1 | 0.057 | 1.77 |
| 10 | 0.180 | 1.39 |
| 100 | 0.568 | 0.96 |

The ratio has fallen to 1.9 at 0.19 meV, where \(\kappa=0.025\), as (2) predicts. At 100 meV it is slightly below 1. There the s wave can contribute at most \(1/(2\kappa)=0.88\). It actually contributes 0.74, and the p wave 0.22. The p wave must tunnel through a barrier of height \(1/(2\beta^2)=310\) meV at \(r=\beta\), whose inner turning point lies at 0.25 to 0.26 nm, at or inside the edge of the real molecule (section 9). Its share, 0.22 here and 0.085 of the 300 K average below, is therefore a property of the pure \(r^{-4}\) model and not a prediction for SF\(_6\).

Averaged over a Maxwell distribution of electron energies, the ratio is 1.92 at 1 K and 1.18 at 300 K. Room-temperature electrons are thus outside the limit, with \(K=1.18K_L=3.0\times10^{-7}\) cm\(^3\)/s. The gas density is \(3.2\times10^{14}\) cm\(^{-3}\), so the electron lifetime against capture is
\[
\frac{1}{(3.2\times10^{14}\ \text{cm}^{-3})(3.0\times10^{-7}\ \text{cm}^3/\text{s})}\approx10\ \text{ns}.
\]

## 9. What the example leaves out

**The finite molecule.** The length \(\beta\) is hardly larger than the radius of the molecule, which is roughly 0.3 nm. Suppose absorption begins at a rough edge \(r_e=0.25\) nm, where the polarization energy is already 1.2 eV in magnitude, and that the edge accepts a plane wave of the local wave number, \(u'/u=-i\beta/r_e^2\). With \(\rho'=\rho e^{-2i\beta/r_e}\) and \(Q=(1-\rho')/(1+\rho')\), the solution of section 7 has
\[
\frac{u'}{u}=\frac1{r_e}-\frac{i\beta}{r_e^2}Q
\quad\Rightarrow\quad Q=1-\frac{ir_e}{\beta},\qquad
|\rho|=\left|\frac{1-Q}{1+Q}\right|=\frac{1}{\sqrt{1+4\beta^2/r_e^2}}=0.34 .
\]
The zero-energy ratio becomes 1.59 instead of 2. With the same \(|\rho|\) and an arbitrary phase it could lie anywhere from 0.99 to 4.02. This is the largest uncertainty among those sized here.

**The static polarizability.** The value 6.5 Å\(^3\) includes the displacement of the nuclei in a steady field. A slow electron is accelerated by the attraction and has local speed \(\beta/r^2\), so at \(r=\beta\) the time \(r/v\) is \(\beta^2=44\) atomic units, or about 1 fs. Molecular vibrations take tens of femtoseconds, so the nuclei cannot follow and the effective polarizability there is smaller. If the smaller value held at all distances, the zero-energy rate for complete absorption would fall in proportion to \(\sqrt\alpha\). Far out, however, \(r/v\) exceeds a vibrational period divided by \(2\pi\), the nuclei can follow, and the static value applies. For periods of 35 to 55 fs this begins near \(2\beta\) at zero energy and at \(2\beta\) to \(3\beta\) at 39 meV. The distance \(r_0\) of section 6 is about \(6\beta\) at 0.19 meV but only \(1.7\beta\) at 39 meV, so the static value is better founded near the limit than for the 300 K average. The net change depends on where one value gives way to the other, and it is not computed here.

**Fields, density and motion.** A stray field of 1 V/cm gives an electron 0.19 meV within 1.9 µm. Acting throughout the 10 ns lifetime of section 8, such a field would bring a free electron from rest to about 90 meV, so at this pressure the limit can be seen only in a much weaker field. At 0.19 meV the wavelength is 89 nm, while the mean spacing of molecules is 146 nm. Below about 0.07 meV the wavelength exceeds the spacing, but the molecules still capture almost independently as long as the mean free path is much longer than \(1/k\). For gas density \(n\) and \(\sigma=4\pi\beta/k\), the product of \(k\) and the mean free path is \(k^2/(4\pi n\beta)\), which falls to 1 only near \(5\times10^{-5}\) meV. Thermal motion of the molecules, of mass \(M\) and temperature \(T\), raises the mean collision energy by about \(10^{-4}\) meV. It also spreads that energy by about \(\sqrt{2Ek_BT\,m_e/M}\), which is 0.006 meV at \(E=0.19\) meV. The finite mass shifts the rate by about two parts in a million. These effects of thermal motion and finite mass are negligible here.

**The real case.** The measured thermal attachment coefficient of SF\(_6\) is roughly \(2\times10^{-7}\) cm\(^3\)/s, the same size as the model's \(3\times10^{-7}\) but smaller. Incomplete absorption could account for the difference if the returned wave has a suitable size and phase; that is a conjecture, since the model assumes the absorption and does not compute it. In an etch plasma most electrons have energies of order 1 eV, far above the range where the factor of two applies, and the structure of the molecule then matters directly. Nor does the limit carry over to a solid resist, where the electron scatters continually and the medium screens its field, or to ionic acid generators, whose cations attract it by a Coulomb force. The numerical output below lists most of the computed values.

## Computed values

```
DIMENSIONLESS TESTS
classical rate/(2 pi), trajectories, E=0.5 Hartree: 0.99995
classical rate/(2 pi), trajectories, E=0.02 Hartree: 0.99999
scattering length/beta at kappa=0.001: 0.00104-0.99899j
s-wave capture probability at kappa=0.001: 0.003992
K/K_Langevin at kappa=0.001: 1.9960
K/K_Langevin at kappa=0.01: 1.9595
K/K_Langevin at kappa=0.1: 1.6218
K/K_Langevin at kappa=1.0: 1.0134
K/K_Langevin at kappa=10.0: 1.0006
(2 - K/K_Langevin)/kappa at kappa=0.001: 4.0111
Re tan(delta0)/kappa^2 at kappa=0.003: -1.0412
-pi/3: -1.0472
P_1/kappa^3 at kappa=0.01: 0.4445
strong complex absorber, kappa=0.001: K/K_L=1.9965
weak absorber: rho=0.037+0.366j, K/K_L=1.4292, law=1.4294
weak absorber: rho=-0.355+0.036j, K/K_L=4.1786, law=4.1803
weak absorber: rho=-0.035-0.344j, K/K_L=1.6770, law=1.6773
weak absorber: rho=0.333-0.034j, K/K_L=0.9984, law=0.9985
EXAMPLE: ELECTRON + NONPOLAR MOLECULE (ROUGH SF6 REGIME)
polarizability volume (input): 6.5 cubic angstrom
polarizability: 43.86 atomic units
beta: 6.623 bohr = 0.3505 nm
Langevin rate coefficient: 2.549e-07 cm3/s
zero-energy quantum rate coefficient: 5.099e-07 cm3/s
E=0.01 meV: kappa=0.0057, K/K_L=1.9771
E=0.1 meV: kappa=0.0180, K/K_L=1.9272
E=1.0 meV: kappa=0.0568, K/K_L=1.7748
E=10.0 meV: kappa=0.1796, K/K_L=1.3925
E=100.0 meV: kappa=0.5678, K/K_L=0.9564
K/K_L = 1.9 at kappa=0.0247, E=0.189 meV
thermal K/K_L, electrons at 1 K: 1.9239
thermal K/K_L, electrons at 300 K: 1.1810
thermal K at 300 K: 3.011e-07 cm3/s
gas density at 10 mTorr, 300 K: 3.219e+14 cm-3
electron lifetime against capture at 300 K: 0.0103 us
NEGLECTED EFFECTS
absorbing edge (rough input): 0.25 nm, polarization energy there 1.20 eV
unmatched edge: |rho|=0.336, zero-energy K/K_L=1.590
K/K_L range for this |rho|, any phase: 0.99 to 4.02
path in 1 V/cm that gives the 1.9 energy: 1.89 um
electron wavelength at the 1.9 energy: 89.2 nm
mean spacing of molecules: 145.9 nm
collision energy from molecular motion: 1.46e-04 meV
relative rate shift from finite molecular mass: 1.9e-06
```
